# Elliptic-function orbits and the logarithmic period of a biaxial macrospin

## The decision: how to treat energies near the barrier

An orbit-averaged calculation of magnetic switching weights each energy by the period of its undamped orbit. Near the barrier energy the implementer must choose an energy grid, and a direct simulation needs a time window that contains a full orbit. Both choices depend on how the period diverges. The divergence is logarithmic, so it can be integrated over energy, but a grid that freezes the period at its last point before the barrier loses a calculable part of the weight. The closed forms below supply the period on both sides, its limiting law, and the damping above which a freely moving spin no longer follows the undamped orbit.

## Model and equations of motion

The magnetization is uniform, with fixed magnitude $M_s$ and direction $\mathbf m$, $|\mathbf m|=1$. Its energy density is

$$e=K_e(1-m_x^2)+K_hm_z^2,\qquad K_e,K_h>0 .$$

The axis $x$ is easy, $z$ is hard and $y$ is intermediate. There is no applied field; shape anisotropy is contained in $K_e$ and $K_h$. The undamped equation is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B,\qquad \mathbf B=-\frac1{M_s}\frac{\partial e}{\partial\mathbf m},\qquad \gamma>0 .$$

Define $B_e=2K_e/M_s$, $\omega_e=\gamma B_e$, $\kappa=K_h/K_e$ and $\varepsilon=e/K_e$. Differentiating $e$ gives $\mathbf B=B_e(m_x,0,-\kappa m_z)$, and the cross product gives

$$\begin{aligned}
\dot m_x&=\omega_e\kappa\,m_ym_z,\\
\dot m_y&=-\omega_e(1+\kappa)\,m_xm_z,\\
\dot m_z&=\omega_e\,m_xm_y .
\end{aligned}$$

Because $\dot{\mathbf m}$ is perpendicular to both $\mathbf m$ and $\mathbf B$, the length of $\mathbf m$ and the energy are conserved. With $1-m_x^2=m_y^2+m_z^2$, the energy reads

$$\varepsilon=m_y^2+(1+\kappa)m_z^2. \tag{1}$$

All three velocities vanish only when two components of $\mathbf m$ vanish. The stationary points are therefore the axes: minima at $\pm x$ ($\varepsilon=0$), saddles at $\pm y$ ($\varepsilon=1$) and maxima at $\pm z$ ($\varepsilon=1+\kappa$). The separatrix is the set $\varepsilon=1$.

## The elliptic functions needed

For a modulus $0\le k<1$, define the angle $\varphi(u)$ by

$$u=\int_0^{\varphi}\frac{d\theta}{\sqrt{1-k^2\sin^2\theta}},$$

and set $\mathrm{sn}\,u=\sin\varphi$, $\mathrm{cn}\,u=\cos\varphi$, $\mathrm{dn}\,u=\sqrt{1-k^2\sin^2\varphi}$. Since $d\varphi/du=\mathrm{dn}\,u$, the chain rule gives

$$\mathrm{sn}'=\mathrm{cn}\,\mathrm{dn},\qquad \mathrm{cn}'=-\mathrm{sn}\,\mathrm{dn},\qquad \mathrm{dn}'=-k^2\,\mathrm{sn}\,\mathrm{cn}.$$

Let $K(k)$ be the value of $u$ at $\varphi=\pi/2$. A full turn of $\varphi$ consists of four equal quarters, so sn and cn have period $4K$.

## Orbits below the separatrix

For $0<\varepsilon<1$, equation (1) is an ellipse in $m_y$ and $m_z$. It is satisfied identically by

$$m_y=-s\sqrt\varepsilon\,\mathrm{sn}\,u,\qquad m_z=\sqrt{\frac{\varepsilon}{1+\kappa}}\,\mathrm{cn}\,u,\qquad u=\Omega t,$$

where $s=\pm1$ will be the sign of $m_x$. The unit length then fixes

$$m_x^2=1-\varepsilon\,\mathrm{sn}^2-\frac{\varepsilon(1-\mathrm{sn}^2)}{1+\kappa}
=\frac{1+\kappa-\varepsilon}{1+\kappa}-\frac{\kappa\varepsilon}{1+\kappa}\mathrm{sn}^2 .$$

This is $A^2(1-k^2\mathrm{sn}^2)=A^2\mathrm{dn}^2$, with

$$m_x=sA\,\mathrm{dn}\,u,\qquad A^2=\frac{1+\kappa-\varepsilon}{1+\kappa},\qquad k^2=\frac{\kappa\varepsilon}{1+\kappa-\varepsilon}. \tag{2}$$

The condition $k^2<1$ is the same as $\varepsilon<1$. The $y$ equation determines $\Omega$:

$$-s\sqrt\varepsilon\,\Omega\,\mathrm{cn}\,\mathrm{dn}
=-\omega_e(1+\kappa)\,sA\sqrt{\frac{\varepsilon}{1+\kappa}}\,\mathrm{cn}\,\mathrm{dn},$$

so $\Omega=\omega_e\sqrt{1+\kappa}\,A=\omega_e\sqrt{1+\kappa-\varepsilon}$.

The other two equations must also hold. In the $x$ equation the left side is $-sA\Omega k^2\,\mathrm{sn}\,\mathrm{cn}$ and the right side is $-s\omega_e\kappa\varepsilon(1+\kappa)^{-1/2}\,\mathrm{sn}\,\mathrm{cn}$. They agree because

$$A\Omega k^2=\omega_e\frac{1+\kappa-\varepsilon}{\sqrt{1+\kappa}}\,\frac{\kappa\varepsilon}{1+\kappa-\varepsilon}.$$

In the $z$ equation, cancelling $-\sqrt\varepsilon\,\mathrm{sn}\,\mathrm{dn}$ leaves $\Omega/\sqrt{1+\kappa}=\omega_eA$, which is the value of $\Omega$ just found. The solution covers the whole closed curve for each $s$, so any other starting point on it is a shift of time. The period is

$$T=\frac{4K(k)}{\omega_e\sqrt{1+\kappa-\varepsilon}},\qquad 0<\varepsilon<1. \tag{3}$$

As $\varepsilon\to0$, $K\to\pi/2$ and the angular frequency tends to $\omega_e\sqrt{1+\kappa}$, the small-amplitude resonance about the easy axis.

## Orbits above the separatrix

For $1<\varepsilon<1+\kappa$ the component that keeps its sign is $m_z$. Eliminating $m_z$ between the energy and the unit length gives

$$(1+\kappa)m_x^2+\kappa m_y^2=\rho,\qquad \rho=1+\kappa-\varepsilon .$$

Set $m_x=\sqrt{\rho/(1+\kappa)}\,\mathrm{cn}$ and $m_y=-s\sqrt{\rho/\kappa}\,\mathrm{sn}$, where $s$ is now the sign of $m_z$. Then

$$m_z^2=1-\frac{\rho}{1+\kappa}-\rho\left(\frac1\kappa-\frac1{1+\kappa}\right)\mathrm{sn}^2
=\frac{\varepsilon}{1+\kappa}\left(1-q^2\mathrm{sn}^2\right),$$

$$m_z=s\sqrt{\frac{\varepsilon}{1+\kappa}}\,\mathrm{dn},\qquad q^2=\frac{1+\kappa-\varepsilon}{\kappa\varepsilon}.$$

The new modulus $q$ is the reciprocal of expression (2), and $q<1$ for $\varepsilon>1$. With argument $\Omega't$, the $y$ equation requires $\sqrt{\rho/\kappa}\,\Omega'=\omega_e\sqrt{\rho\varepsilon}$, hence $\Omega'=\omega_e\sqrt{\kappa\varepsilon}$. The $x$ equation requires $\Omega'\sqrt{\rho/(1+\kappa)}=\omega_e\sqrt{\kappa\rho\varepsilon/(1+\kappa)}$, which holds. In the $z$ equation both sides equal $-s\omega_e\rho\,[\kappa(1+\kappa)]^{-1/2}\,\mathrm{sn}\,\mathrm{cn}$. Therefore

$$T=\frac{4K(q)}{\omega_e\sqrt{\kappa\varepsilon}},\qquad 1<\varepsilon<1+\kappa. \tag{4}$$

Near the energy maximum the angular frequency tends to $\omega_e\sqrt{\kappa(1+\kappa)}$.

## Motion on the separatrix

At $\varepsilon=1$ the modulus is 1 and the defining integral becomes $u=\int_0^\varphi d\theta/\cos\theta=\mathrm{artanh}(\sin\varphi)$. Thus $\mathrm{sn}=\tanh$ and $\mathrm{cn}=\mathrm{dn}=\mathrm{sech}$. One branch is

$$\mathbf m=\left(\sqrt{\frac{\kappa}{1+\kappa}}\,\mathrm{sech}\,\lambda t,\;-\tanh\lambda t,\;\frac{\mathrm{sech}\,\lambda t}{\sqrt{1+\kappa}}\right),\qquad \lambda=\omega_e\sqrt\kappa .$$

It joins the two saddles in infinite time. The rate $\lambda$ is also the growth rate at a saddle: with $m_y\simeq1$ the equations reduce to $\dot m_x=\omega_e\kappa m_z$ and $\dot m_z=\omega_em_x$, so $\ddot m_x=\lambda^2m_x$.

## The logarithm

Let $k'^2=1-k^2$. Replacing $\theta$ by $\pi/2-\theta$ in $K$ and then setting $x=\tan\theta$ gives

$$K=\int_0^{\pi/2}\frac{d\theta}{\sqrt{\sin^2\theta+k'^2\cos^2\theta}}
=\int_0^\infty\frac{dx}{\sqrt{(1+x^2)(k'^2+x^2)}} .$$

The substitution $x\to k'/x$ leaves the integrand with its differential unchanged and exchanges the ranges below and above $\sqrt{k'}$. Hence $K$ is twice the integral from 0 to $\sqrt{k'}$. On that range $1\le\sqrt{1+x^2}\le\sqrt{1+k'}$, and $\int_0^{\sqrt{k'}}dx/\sqrt{k'^2+x^2}=\mathrm{arsinh}(k'^{-1/2})$, so

$$\frac{L}{\sqrt{1+k'}}\le K\le L,\qquad L=2\,\mathrm{arsinh}\frac1{\sqrt{k'}}=\ln\frac1{k'}+2\ln\left(1+\sqrt{1+k'}\right).$$

As $k'\to0$, $L-\ln(4/k')\to0$. The two bounds differ by at most $k'L/2$, which also vanishes. Therefore $K=\ln(4/k')+o(1)$.

With the gap $\delta=1-\varepsilon$, the complementary moduli are

$$k'^2=\frac{(1+\kappa)\delta}{\kappa+\delta}\quad(\delta>0),\qquad
q'^2=\frac{(1+\kappa)|\delta|}{\kappa(1+|\delta|)}\quad(\delta<0). \tag{5}$$

Both approach $(1+\kappa)|\delta|/\kappa$, and both argument rates approach $\lambda$. The relative corrections to the rates are of order $\delta$; multiplied by the logarithm they still vanish. Inserting $K=\tfrac12\ln(16/k'^2)+o(1)$ into (3) and (4) gives, on either side,

$$T=\frac2\lambda\ln\frac{16\kappa}{(1+\kappa)|1-\varepsilon|}+o(1). \tag{6}$$

The growth comes from the saddles. A separatrix branch crosses $|m_y|<0.9$ in the finite time $2\,\mathrm{artanh}(0.9)/\lambda$, and a nearby closed orbit makes two such crossings. The remaining time is spent in two saddle passages, each contributing $\lambda^{-1}\ln(1/|\delta|)$ to the divergence.

The condition $\kappa>0$ is essential. At $\kappa=0$, $k=0$ and equation (3) becomes $T=2\pi/(\omega_e\sqrt{1-\varepsilon})$, a power law. For small positive $\kappa$, equation (6) requires $|\delta|\ll\kappa$.

## Example: an ellipsoidal nickel element

Take an fcc-nickel ellipsoid with full axes $80\times50\times8$ nm along $x,y,z$. Rough typical values are $M_s=490$ kA/m and $g=2.2$. The demagnetizing energy density is $\frac12\mu_0M_s^2\sum_iN_im_i^2$. Replacing $m_y^2$ by $1-m_x^2-m_z^2$ gives, apart from a constant,

$$B_e=\mu_0M_s(N_y-N_x),\qquad B_h=\mu_0M_s(N_z-N_y)=\kappa B_e .$$

The factors, computed from the surface charge, are $0.0596$, $0.1168$ and $0.8237$. They give $B_e=35.2$ mT, $B_h=435$ mT and $\kappa=12.36$. With $\omega_e=6.8125$ rad/ns, $\lambda=6.8125\sqrt{12.36}=23.95$ ns$^{-1}$.

At $\varepsilon=0.9$, $1+\kappa-\varepsilon=12.46$. Then $k^2=12.36(0.9)/12.46=0.893$, $K=2.545$ and the argument rate is $6.8125\sqrt{12.46}=24.05$ ns$^{-1}$. The period is $4(2.545)/24.05=0.423$ ns, against 0.252 ns for small orbits. Direct integration of the vector equation was compared with the elliptic solution at eight combinations of $\kappa$ and energy, on both equivalent orbits; the largest difference in any component was $1.7\times10^{-11}$.

For a gap of 0.01, equation (6) gives

$$T\simeq\frac{2}{23.95}\ln\frac{16(12.36)}{13.36(0.01)}=0.610\ \text{ns}.$$

The elliptic periods are 0.611 ns below and 0.609 ns above. At a gap of 0.1 the law is 1.4% below the lower-energy period and 1.3% above the higher-energy one, relative to those periods. Each further tenfold reduction of the gap adds $2\ln10/\lambda=0.192$ ns. The time spent at $|m_y|<0.9$ is 0.246 ns at gaps of both $10^{-4}$ and $10^{-8}$, while the period grows from 0.994 to 1.763 ns.

## Using the result in code

Compute the complementary parameter from the gap with (5), and pass it to a routine that accepts it. Forming $1-k^2$ after rounding $k^2$ loses digits near the separatrix. Check also whether the routine expects $k$ or $k^2$.

For an energy integral, the law gives the weight of a strip of width $\Delta$ on one side:

$$\int_0^\Delta T\,d\delta\simeq\Delta\left[T(\Delta)+\frac2\lambda\right].$$

The extra term follows from $\int_0^\Delta\ln(C/\delta)\,d\delta=\Delta[\ln(C/\Delta)+1]$. For the example with $\Delta=0.01$, $T(\Delta)=0.610$ ns and $2/\lambda=0.084$ ns. Freezing the period at $T(\Delta)$ therefore misses 12% of the strip's weight. Using the formula for the last strip removes that loss. Outside the strip, grid points spaced evenly in $\ln|\delta|$ resolve the growth of the period, but their number must be raised until the integral stops changing. The weight here contains the period only. In a thermal average the Boltzmann factor also belongs in the integrand, and it can be taken as constant only across a strip much narrower than $k_BT$ divided by the barrier energy. The example strip does not meet this condition at 300 K: $\Delta=0.01$ corresponds to $0.35\,k_BT$, and the weighted strip is 18% larger below the barrier, and 15% smaller above it, than with the factor fixed at its barrier value.

## When damping invalidates the undamped period

With Gilbert damping, $\dot{\mathbf m}=-\gamma\mathbf m\times\mathbf B+\alpha\mathbf m\times\dot{\mathbf m}$. Taking the scalar product with $\dot{\mathbf m}$ gives $|\dot{\mathbf m}|^2=-\gamma\dot{\mathbf m}\cdot(\mathbf m\times\mathbf B)$. Taking it with $\mathbf B$ gives $\mathbf B\cdot\dot{\mathbf m}=-\alpha\dot{\mathbf m}\cdot(\mathbf m\times\mathbf B)=\alpha|\dot{\mathbf m}|^2/\gamma$. Since $\dot e=-M_s\mathbf B\cdot\dot{\mathbf m}$ and $K_e=M_sB_e/2$,

$$\dot\varepsilon=-\frac{2\alpha}{\omega_e}|\dot{\mathbf m}|^2 .$$

On a separatrix branch $|\dot{\mathbf m}|^2=\lambda^2(\mathrm{sech}^2\tanh^2+\mathrm{sech}^4)=\lambda^2\mathrm{sech}^2\lambda t$, whose time integral is $2\lambda$. Two branches make up a nearby orbit, so to first order in $\alpha$ the loss per orbit is

$$\Delta\varepsilon=8\alpha\sqrt\kappa . \tag{7}$$

Near the barrier, the undamped period is meaningful for a freely moving spin when $8\alpha\sqrt\kappa\ll|1-\varepsilon|$. In the example the loss is $28.1\,\alpha$. A direct run with $\alpha=10^{-7}$, started at a gap of $10^{-4}$ and lasting one undamped period, gave $28.3\,\alpha$. That time is slightly longer than the damped orbit, so the run includes a little extra loss.

Flat elliptical nickel elements, tens to hundreds of nanometres across, are studied for strain-switched memory, and the example has that size, without applied strain. Patterned elements are elliptic cylinders, not ellipsoids. With volume-averaged demagnetizing factors, a cylinder of the same outline and volume (5.3 nm thick) has nearly the same $B_e$, $\kappa$ and barrier as the example, while one 8 nm thick has $B_e=46$ mT, $\kappa=8.0$ and a barrier of 1.75 eV. The damping of nickel, roughly $\alpha=0.03$, breaks the undamped assumption badly near the barrier. Equation (7) then predicts a loss of 0.84, too large for first-order theory. A direct damped run started at $\varepsilon=0.99$, at the point $m_y=0$, has $\varepsilon=0.23$ after one undamped period of 0.61 ns. The undamped period at that final energy lies between 0.25 and 0.42 ns. A gap of 0.01 would require $\alpha$ well below $3.6\times10^{-4}$, at which the loss equals the gap. Because the period depends on the gap only logarithmically, the timing degrades gradually: at that damping the time to return to $m_y=0$ is 5% shorter than the undamped period for a start at $\varepsilon=0.99$ and 12% longer for a start at $\varepsilon=1.01$, and at one tenth of that damping the difference is under 1% on both sides. In this model, then, a freely decaying nickel element does not follow a closed orbit near the barrier, and equation (6) does not describe its motion. It can still linger at a saddle if it happens to come very close to one, because the saddle remains a stationary point with damping.

Other omissions matter too. The barrier is 0.90 eV, or 35 times the thermal energy at 300 K, so an energy of order $k_BT$ is a gap of 0.03. For a single crystal, a rough cubic anisotropy of 5 kJ/m³ has an energy range of $0.19K_e$ and shifts the barrier by no more than that amount; the shift depends on the crystal orientation. The saddle rate $\lambda$, which sets the scale of equation (6), is more sensitive. With the negative sign that holds for nickel and $z$ along [001], it rises by 23% for $x$ along [100] and falls by 36% for $x$ along [110], although the barrier is unchanged in both cases. With a rough exchange stiffness of 8 pJ/m, a half-wave twist along the 80 nm axis costs an exchange field of 50 mT, the estimate for a bar of that length. The lowest exchange mode of the ellipsoid itself, which tapers at its ends, costs 93 mT. These values are 1.4 and 2.6 times $B_e$ and omit the magnetostatic energy of the twist, so uniform magnetization is plausible but lacks a wide margin. The quantum energy scale $\hbar\lambda$ is $1.7\times10^{-5}$ of the barrier, far below the other limits. The full set of values is in the numerical output.

## Calculated quantities

```
full axes x, y, z (nm): 80.0 50.0 8.0
rough Ms = 490 kA/m, rough g = 2.2
rough damping alpha = 0.03
rough exchange stiffness = 8 pJ/m
rough cubic anisotropy size = 5 kJ/m3
temperature = 300 K
demagnetizing factors x, y, z: 0.05957 0.11676 0.82367
easy-axis field Be = 35.21 mT
hard-axis field Bh = 435.3 mT
kappa = 12.3617
Ke = 8.627 kJ/m3, volume = 16755 nm3
barrier Ke*V = 0.9022 eV
gamma = 193.47 rad/(ns T)
omega_e = 6.8125 rad/ns
saddle rate lam = 23.952 1/ns
small-orbit frequency about x = 3.963 GHz
small-orbit period about x = 0.2523 ns
small-orbit frequency about z = 13.935 GHz
largest orbit error, all runs = 1.7e-11
explicit orbit: eps = 0.9, k^2 = 0.89278
  amplitude of mx (dn) = 0.96573
  amplitude of my (sn) = 0.94868
  amplitude of mz (cn) = 0.25953
  argument rate = 24.049 1/ns
  K = 2.54533, T = 0.4234 ns
  m at 0.05 ns, elliptic: 0.57932 -0.80333 0.13806
  m at 0.05 ns, integrated: 0.57932 -0.80333 0.13806
|1-eps|, T below (ns), T above (ns), log law (ns):
  1e-01 0.42336 0.41182 0.41728
  1e-02 0.61057 0.60853 0.60954
  1e-03 0.80195 0.80166 0.80181
  1e-04 0.99409 0.99405 0.99407
  1e-06 1.37860 1.37860 1.37860
  1e-08 1.76313 1.76313 1.76313
added period per decade = 0.19226 ns
time at |my|<0.9, gap 1e-4 = 0.24588 ns
time at |my|<0.9, gap 1e-8 = 0.24586 ns
uniaxial period at eps=0.96 = 31.416 / omega_e
neglected effects:
  weak-damping loss per orbit / alpha = 28.127 Ke
  same from weakly damped run = 28.315 Ke
  first-order loss at rough alpha = 0.844 Ke
  damped run from eps=0.99, eps after T = 0.229
  alpha with loss equal to 0.01 Ke = 3.6e-04
  barrier / kT = 34.9
  kT / barrier = 0.0287
  cubic energy range / Ke = 0.193
  exchange field of half-wave twist = 50.4 mT
  hbar*lam / barrier = 1.7e-05
```
